# Dangling-bond pairing and the electronic gap in a 90° partial core

## What goes wrong

A 90° partial dislocation in silicon can be built by applying an elastic displacement field to a perfect crystal and then relaxing the atoms. The slip is perpendicular to the dislocation line, so this field moves no atom along the line, and the starting structure keeps a mirror plane normal to it. Forces respect that mirror. A relaxation that starts with the mirror can therefore end in a symmetric core even when a core without the mirror has lower energy. The stored core energy is then too high, and the electronic levels belong to the wrong structure.

The missing motion is a relative shift of two rows of atoms along the line, which lets their dangling bonds pair. A chain with two orbitals per period shows why this can lower the energy and what it does to the gap. It also shows what the pairing does not do, and when it acts: it does not double the period, it opens a gap from zero only if the two rows are electronically equivalent, and, for inequivalent rows, it lowers the energy only if the lattice is soft enough.

## Where the dangling bonds are

Let \(a\) be the cubic lattice parameter. The slip plane lies between two closely spaced (111) layers, and each atom facing it has three bonds across it. Along the dislocation line the atoms form rows of period \(b=a/\sqrt2=0.707a\). Neighbouring rows in one layer are \(w=\sqrt{3/8}\,a\) apart and are offset by \(b/2\) along the line.

Number the rows of the lower layer by \(j\), and those of the upper layer likewise. In the perfect crystal, each atom of upper row \(j\) has two bonds to lower row \(j\) and one to lower row \(j+1\). Slip by \(a/\sqrt6=0.408a\) carries the upper layer into the stacking-fault position. The two bonds to row \(j\) are re-formed there, but the single bond now goes to row \(j-1\).

Let the fault occupy \(j\le0\) and the perfect stacking \(j\ge1\). Lower row 0 could receive its single bond from upper row 1 if that row were faulted, or from upper row \(-1\) if that row were unfaulted. Neither holds. Lower row 1 could receive one from upper row 2 if faulted, or upper row 0 if unfaulted, and again neither holds. Every other lower row finds its partner. Two adjacent rows are left with threefold atoms, each with one dangling bond. A count of bonds across the slip plane, made from diamond coordinates with a sharp slip step, confirms this.

Each atom of row 0 faces two atoms of row 1, at \(\pm b/2\) along the line. The mirror through the first atom exchanges these two contacts, so they are equal. For the sharp slip step, with no relaxation, their length is

\[
r=\sqrt{w^2+b^2/4}=a\sqrt{3/8+1/8}=0.707a .
\]

An elastic displacement field already brings the two rows closer and shortens both contacts, and relaxation changes the spacing again. Neither can make the contacts unequal while the mirror survives. Now shift row 0 by \(u\) along the line:

\[
r_\pm=\sqrt{w^2+(b/2\pm u)^2}\simeq r\pm\frac{b}{2r}u .
\]

For \(u=0.05a\) the sharp-step contacts become \(0.683a\) and \(0.733a\). Each atom now has one near partner and one far partner. The repeat distance is still \(b\), because the period held two dangling bonds from the start. What has been lost is the mirror, not a translation.

## The chain and its gap

Give each core atom one orbital and one electron. Let the site energies be \(+D\) on one row and \(-D\) on the other. The stacking fault lies on one side of the core, so there is no reason to expect \(D=0\). Electron repulsion, the bulk bands and coupling to them are left out. So is hopping between atoms of the same row, although these are only \(b\) apart. An equal hopping \(-t'\) on both rows would add \(-2t'\cos k\) to both bands. This leaves the energy of the filled band unchanged as long as the bands do not overlap, but a \(t'\) of about half the cross-row hopping or more makes the gap indirect and smaller, and can close it. Unequal values on the two rows act at the zone boundary like a change of \(D\). Energies are in hartree, and energies per pair refer to one period of the line.

The hopping strength \(t(r)\) falls with distance. To first order in \(u\), the short and long contacts have

\[
t_1=t(1+\delta),\qquad t_2=t(1-\delta),\qquad
\delta=\frac{|t'(r)|}{t}\,\frac{b}{2r}\,u .
\]

The matrix elements are \(-t_1\) and \(-t_2\). All other resistance to the shift is represented by a lattice cost \(\kappa\delta^2/2\) per pair. Second-order changes of the hoppings also give an energy proportional to \(\delta^2\) at leading order, and are absorbed in \(\kappa\). The absorbed part is proportional to the total bond order, so it varies somewhat with \(D\); comparisons below at one \(\kappa\) ignore this.

Let \(A_n,B_n\) be the amplitudes in cell \(n\). The equation at site \(A_n\) is

\[
\varepsilon A_n=DA_n-t_1B_n-t_2B_{n-1}.
\]

With amplitudes proportional to \(e^{ikn}\), where \(k\) is the phase per period, the matrix has diagonal entries \(\pm D\) and off-diagonal entries \(-f\) and \(-f^*\), with \(f=t_1+t_2e^{-ik}\). Its eigenvalues are \(\pm\varepsilon_k\), where \(\varepsilon_k^2=D^2+|f|^2\). Inserting the hoppings,

\[
\begin{aligned}
|f|^2&=t_1^2+t_2^2+2t_1t_2\cos k\\
&=2t^2(1+\delta^2)+2t^2(1-\delta^2)\cos k\\
&=2t^2\left[(1+\cos k)+\delta^2(1-\cos k)\right].
\end{aligned}
\]

The half-angle formulas then give

\[
\varepsilon_k^2=D^2+4t^2\left[\cos^2(k/2)+\delta^2\sin^2(k/2)\right].
\]

For \(|\delta|<1\) the minimum is at \(k=\pi\), so the gap is

\[
G=2\sqrt{D^2+4t^2\delta^2}.
\]

With hopping between the rows only, equal contacts alone do not make the chain metallic; equal site energies are needed too. If \(D=0\), pairing opens a gap \(4t|\delta|\) from zero. If \(D\ne0\), the symmetric core already has a gap \(2|D|\), and pairing widens it.

The two electrons per period fill the lower band. Pairing lowers its levels by

\[
\varepsilon_k(\delta)-\varepsilon_k(0)=
\frac{4t^2\delta^2\sin^2(k/2)}{\varepsilon_k(\delta)+\varepsilon_k(0)} .
\]

This is never negative. It is largest at \(k=\pi\), where the numerator is largest and both terms of the denominator are smallest. The empty levels rise by the same amounts, at no cost because they hold no electrons. The energy gain and the wider gap thus have the same origin, but the gain is a sum over the whole band, while the gap records its edge.

## Why cutting bonds is not enough

With both spins, the band energy per pair is

\[
E_b=-2\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\varepsilon_k .
\]

Set \(\theta=k/2\) and replace \(\cos^2\theta\) by \(1-\sin^2\theta\):

\[
\varepsilon_k=W\sqrt{1-m\sin^2\theta},\quad
W^2=D^2+4t^2,\quad
m=\frac{4t^2(1-\delta^2)}{W^2}.
\]

Define the complete elliptic integrals

\[
\mathcal E(m)=\int_0^{\pi/2}\!\sqrt{1-m\sin^2\theta}\,d\theta,\quad
\mathcal K(m)=\int_0^{\pi/2}\!\frac{d\theta}{\sqrt{1-m\sin^2\theta}} .
\]

Since \(dk=2d\theta\) and the integrand is even, the average of \(\varepsilon_k\) is \((2/\pi)W\mathcal E(m)\), and

\[
E_b=-\frac4\pi W\mathcal E(m).
\]

For the uniform chain with \(D=0\), \(W=2t\), \(m=1\) and \(\mathcal E(1)=1\), so \(E_b=-8t/\pi\). If alternate bonds are cut and the others keep strength \(t\), two electrons occupy a bonding level at \(-t\) in each pair, and the energy is \(-2t\). For \(t=0.04\) these energies are \(-0.1019\) and \(-0.0800\) hartree. Cutting bonds raises the energy, because the symmetric core already shares its electrons over two weak contacts. When the long contact weakens, pairing pays only if the short one strengthens enough to make up for the loss.

## The condition for pairing

The force that drives pairing can be read from the bond orders. Let \(p_1\) and \(p_2\) be the sums over occupied states and both spins of the products of amplitudes at the two ends of a short and a long contact. An isolated pair has \(p=t_1/\sqrt{D^2+t_1^2}\), which is 1 for equivalent rows and smaller otherwise. The derivative of an energy with respect to a parameter is the expectation value of the derivative of the Hamiltonian. Each hopping appears twice in the matrix, once in each direction, so \(\partial E_b/\partial t_i=-2p_i\). With \(dt_1/d\delta=t\) and \(dt_2/d\delta=-t\),

\[
\frac{dE_b}{d\delta}=-2t(p_1-p_2),\qquad
\kappa\delta=2t(p_1-p_2)\ \text{at equilibrium.}
\]

A shift strengthens one contact, electrons concentrate there, and the imbalance favours a larger shift. The shift grows only while this force exceeds the restoring force of the lattice.

To find how far, differentiate the band. From \(\varepsilon_k^2\), \(\partial\varepsilon_k/\partial\delta=4t^2\delta\sin^2(k/2)/\varepsilon_k\). The total energy \(E=E_b+\kappa\delta^2/2\) obeys

\[
\frac{dE}{d\delta}=\delta\,[\kappa-F(\delta)],\qquad
F(\delta)=8t^2\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,
\frac{\sin^2(k/2)}{\varepsilon_k}.
\]

Using \(\theta=k/2\) again and the identity \(\sin^2\theta=[1-(1-m\sin^2\theta)]/m\),

\[
F(\delta)=\frac{16t^2}{\pi W}\,\frac{\mathcal K(m)-\mathcal E(m)}{m}.
\]

As \(|\delta|\) grows, \(\varepsilon_k\) grows at every \(k\ne0\), so \(F\) falls. This settles the stability question within the model:

- If \(\kappa\ge F(0)=\kappa_c\), the energy rises with \(|\delta|\) from the start, and the symmetric core is stable.
- If \(\kappa<\kappa_c\), the energy first falls and then rises. There are two equal minima, \(\pm\delta\), one for each direction of row shift.
- At \(|\delta|=1\), \(\varepsilon_k=W\) and the average of \(\sin^2(k/2)\) is \(1/2\), so \(F=4t^2/W\). If \(\kappa\) is below this value, no minimum occurs before the long hopping vanishes, and the linear hopping law is no longer usable.

## Two limits

**Equivalent rows, stiff lattice.** For \(D=0\), \(1-m=\delta^2\), and small \(\delta\) requires \(\mathcal K\) near \(m=1\). Put \(\phi=\pi/2-\theta\). The square root in \(\mathcal K\) becomes \(\sqrt{\sin^2\phi+\delta^2\cos^2\phi}\). Split the integral at \(\phi_0\), with \(\delta\ll\phi_0\ll1\). The inner part is

\[
\int_0^{\phi_0}\frac{d\phi}{\sqrt{\phi^2+\delta^2}}\simeq\ln\frac{2\phi_0}{\delta},
\]

and the outer part is \(\int_{\phi_0}^{\pi/2}d\phi/\sin\phi\simeq\ln(2/\phi_0)\). Their sum is \(\ln(4/\delta)\). With \(\mathcal E\simeq1\) and \(W=2t\),

\[
F\simeq\frac{8t}{\pi}\left(\ln\frac4\delta-1\right),\qquad
\delta\simeq4\exp\left(-1-\frac{\pi\kappa}{8t}\right).
\]

Because \(F\) diverges as \(\delta\to0\), equivalent rows pair at any finite stiffness in this model at zero temperature, though the shift may be tiny. The energy change follows by integrating \(x[\kappa-F(x)]\) from 0 to \(\delta\), with \(\int_0^\delta x\ln(4/x)dx=\tfrac12\delta^2\ln(4/\delta)+\tfrac14\delta^2\):

\[
\Delta E\simeq\frac{\kappa\delta^2}{2}
-\frac{8t}{\pi}\left[\frac{\delta^2}{2}\left(\ln\frac4\delta-1\right)+\frac{\delta^2}{4}\right]
=-\frac{2t\delta^2}{\pi}.
\]

The first two terms cancel by the equilibrium condition. At \(\kappa=0.36\) hartree the limiting law gives \(\delta=0.0429\), against 0.0431 from the full condition. With the full solution for \(\delta\), the formula \(2t\delta^2/\pi\) gives a gain of \(4.74\times10^{-5}\) hartree, against \(4.72\times10^{-5}\) from the full energy.

**Inequivalent rows.** At \(\delta=0\), \(1-m=D^2/W^2\). The same logarithm, with \(\delta\) replaced by \(|D|/W\simeq|D|/2t\), gives for \(|D|\ll t\)

\[
\kappa_c\simeq\frac{8t}{\pi}\left(\ln\frac{8t}{|D|}-1\right).
\]

The threshold is now finite. A gap that exists already keeps the occupied levels away from the empty ones, and leaves less to be gained by mixing them.

The final gap is less sensitive to \(D\) than this might suggest. From the definitions,

\[
1-m=\frac{W^2-4t^2+4t^2\delta^2}{W^2}
=\frac{D^2+4t^2\delta^2}{W^2}=\frac{G^2}{4W^2}.
\]

Thus \(F\) depends on \(\delta\) through \(G\) alone, and on \(D\) otherwise only through \(W\). Since \(W^2=4t^2(1+D^2/4t^2)\), the condition \(F=\kappa\) fixes nearly the same \(G\) for all small \(D\) that allow pairing. Row inequivalence supplies part of that gap, and the row shift supplies the rest.

## How large the effects are

Take round model values \(t=0.04\) and \(\kappa=0.18\) hartree. They are not fitted to silicon. The formulas were checked against direct diagonalization and energy minimization of a ring of 120 periods.

For equivalent rows, \(D=0\), the solution is \(\delta=0.2725\). The hoppings become \(0.04\times1.2725=0.0509\) and \(0.04\times0.7275=0.0291\) hartree, and the bond orders are 0.912 and 0.299. The force balance reads

\[
0.18\times0.2725=0.0491,\qquad
2\times0.04\times(0.9125-0.2992)=0.0491\ \text{hartree}.
\]

The gap opens from zero to \(4\times0.04\times0.2725=0.0436\) hartree, or 1.19 eV. This is a gap of the model chain, and its size says nothing about the band gap of silicon. The stiff-lattice formula would give \(\delta=0.251\), about 8% below the full solution, so it serves as an estimate here.

The band energy falls by 0.00845 hartree per pair and the lattice takes back 0.00669, leaving a gain of 0.00176 hartree, or 0.048 eV per pair. The gain is about a fifth of the band term. A 10% error in the band term alone would change it by nearly half at fixed \(\delta\), and by about \(-40\%\) or \(+55\%\) once \(\delta\) is allowed to readjust.

For these model values the picture of isolated pairs also fails quantitatively; a real core whose long contact is much weaker than its short one would be closer to it. Two electrons in an isolated pair with the short hopping would have energy \(-2\times0.0509=-0.1018\) hartree, no lower than the uniform chain at \(-0.1019\). At this \(\delta\), the band gain depends on the remaining coupling through the long contacts.

For \(D=0.01\) hartree the threshold is 0.2525 hartree, and the small-\(D\) formula gives 0.2512. Since \(\kappa\) is lower, the rows pair, with \(\delta=0.2398\). The gap is

\[
2\sqrt{0.01^2+(0.08\times0.2398)^2}=0.0433\ \text{hartree}.
\]

It has widened from 0.0200 to within 1% of its value for equivalent rows. The energy gain, however, is 0.021 eV per pair, less than half of the earlier one. Similar final gaps therefore do not imply similar reconstruction energies.

For \(D=0.03\) hartree the threshold is 0.148 hartree, below \(\kappa\). The core stays symmetric, with a gap of 0.060 hartree. This gap already exceeds the value that pairing would have set. A gapped core level spectrum is thus no proof of reconstruction.

## Where two directions of pairing meet

The minima \(+\delta\) and \(-\delta\) have equal energy, so different segments of a line may choose opposite shifts. Consider a sharp wall centred on an atom of site energy \(+D\), with long contacts on both sides and otherwise unchanged pairing. Seek a state that vanishes on the other row. At each atom of that row the two incoming amplitudes must cancel:

\[
t_2A_n+t_1A_{n+1}=0,\qquad
\frac{A_{n+1}}{A_n}=-q,\quad q=\frac{1-\delta}{1+\delta},
\]

where \(n\) counts outward from the centre and \(\delta>0\). On the occupied row no hopping term remains, so the energy is \(+D\). It lies inside the gap because \(|D|<G/2\). The squared amplitudes, relative to the centre, sum to \(1+2\sum_{n\ge1}q^{2n}=(1+q^2)/(1-q^2)\). The weight on the central atom is therefore

\[
\frac{1-q^2}{1+q^2}
=\frac{(1+\delta)^2-(1-\delta)^2}{(1+\delta)^2+(1-\delta)^2}
=\frac{2\delta}{1+\delta^2}.
\]

For the \(D=0.01\) case this is 0.45, and the level lies at 0.010 hartree between band edges at \(\pm0.0216\). This wall leaves an orbital without a partner, spread over several atoms. A wall centred on an atom with two short contacts also gives a level in the gap, but on the other row and with no weight on the central atom. Its filling depends on the other levels of the line: with two walls whose levels lie at \(+D\) and \(-D\), a neutral chain puts two electrons in the lower level and none in the upper. Relaxing the wall would change its spread. A core level found in the gap may thus signal a wall rather than a fault of the reconstruction itself.

## What to do in a calculation

**Break the mirror before relaxing.** Shift the two threefold rows in opposite directions along the line, with the same sense in every period. Relax this structure and the symmetric one in the same cell, and compare their energies. Random displacements also break the mirror, but in a long cell they can leave segments of opposite pairing.

**Inspect the contacts.** Two unequal distances from each core atom to the facing row identify the pairing. The repeat distance does not, since it stays at \(b\), and neither does the gap, for the reason shown by the third case.

**Sample the line direction well.** In a cell one period long, a calculation at \(k=0\) alone gives \(\partial\varepsilon_k/\partial\delta=0\) in this model: the pairing force is missing altogether. Sampling \(k=\pi\) alone counts the most responsive state as if it were the whole band. Increase the number of points until the energy difference between the two cores has converged. A small gap demands a denser set, because the integrand of \(F\) is then sharply peaked near \(k=\pi\).

**Allow for competing structures.** One period is enough to represent the pairing treated here, but it excludes any core whose period is doubled. A cell of at least two periods is needed to compare them, and the chain does not rank them.

**Let a full calculation decide for silicon.** The chain explains how pairing lowers the energy, but \(t\), \(D\) and \(\kappa\) must come from the real core before it can say whether, or by how much. Bulk states may overlap the core bands, and electron repulsion may favour a spin-polarized symmetric core. The symmetric reference should therefore also be tried with spin polarization before the energy difference is attributed to pairing.

The numerical output below gives the values for all cases.

## Table of computed values

```
Partial slip, normal to line: 0.4082 a
Period along line: 0.7071 a
Rows of threefold atoms: 2
Equal contacts, unrelaxed: 0.7071, 0.7071 a
Contacts after row shift 0.05 a: 0.6835, 0.7334 a
Hopping t: 0.040 hartree
Stiffness kappa: 0.180 hartree
Uniform chain, D=0, band energy: -0.10186 hartree/pair
Alternate bonds cut, band energy: -0.08000 hartree/pair
Case D = 0.00 hartree
  pairing delta: 0.2725
  hoppings short, long: 0.05090, 0.02910 hartree
  bond orders short, long: 0.9125, 0.2992
  gap before: 0.00000 hartree
  gap after: 0.04361 hartree = 1.187 eV
  band energy change: -0.008447 hartree/pair
  lattice cost: 0.006685 hartree/pair
  total change: -0.001762 hartree/pair = -0.0479 eV/pair
Case D = 0.01 hartree
  pairing delta: 0.2398
  hoppings short, long: 0.04959, 0.03041 hartree
  bond orders short, long: 0.8716, 0.3320
  gap before: 0.02000 hartree
  gap after: 0.04327 hartree = 1.177 eV
  band energy change: -0.005948 hartree/pair
  lattice cost: 0.005176 hartree/pair
  total change: -0.000771 hartree/pair = -0.0210 eV/pair
Ratio of final gaps, D=0.01 to D=0: 0.9923
Threshold stiffness, D=0.01: 0.2525 hartree
Threshold stiffness, D=0.03: 0.1476 hartree
Small-D threshold estimate, D=0.01: 0.2512 hartree
Case D = 0.03: delta = 0, gap 0.06000 hartree
Lower stiffness limit for delta<1, D=0: 0.0800 hartree
Stiff case kappa=0.36, D=0: delta 0.04313, limit law 0.04294
  energy gain 4.717e-05, limit law 4.737e-05 hartree/pair
Wall, D=0.01: levels inside gap: 1
  wall level: 0.01000 hartree
  band edges: +/-0.02164 hartree
  weight on central atom: 0.4535
```
